\section*{What Added Damping Says About Spin Current Entering a Normal Metal}

\section{The argument under review}

The argument runs as follows. A ferromagnetic film is covered with a normal metal N, and its Gilbert damping rises by $\Delta\alpha$. The rise measures the angular momentum that the precessing magnet loses to its surroundings. This angular momentum leaves as a spin current into N. Hence $\Delta\alpha$ gives the spin current in N, two films with equal $\Delta\alpha$ inject equal currents, and dividing the measured inverse spin Hall current by the current so found gives the spin Hall angle of N.

The rise can be read as this loss if covering the film changes no other source of damping. The next step, from the loss to a current in N, contains an assumption: that what leaves the magnet arrives in the bulk of N. Between the two lies an interface where spin-orbit scattering can pass angular momentum to the lattice. Does $\Delta\alpha$ register this loss? The question can be settled in a model where the interface has both resistance and spin relaxation.

\section{The current that leaves the magnet}

Let $\mathbf m$ be the unit vector along the magnetization, and let $\boldsymbol\mu_s$ be the spin accumulation in the metal next to the magnet: its direction is the spin axis and its length is $\mu_\uparrow-\mu_\downarrow$. At each instant $\mathbf m$ turns with angular velocity $\boldsymbol\Omega=\mathbf m\times\dot{\mathbf m}$, since $\boldsymbol\Omega\times\mathbf m=\dot{\mathbf m}$. In a frame turning with $\boldsymbol\Omega$ the magnet is at rest, and the electron Hamiltonian acquires the term $-\hbar\,\boldsymbol\Omega\cdot\boldsymbol\sigma/2$. Equilibrium in that frame carries no spin current. Seen from the laboratory, it is a state with $\boldsymbol\mu_s=\hbar\,\mathbf m\times\dot{\mathbf m}$. To linear order the transverse spin current is therefore proportional to the departure from this state:
\begin{equation}
\mathbf J=\frac{g}{4\pi}\left(\hbar\,\mathbf m\times\dot{\mathbf m}-\boldsymbol\mu_s\right).
\label{pump}
\end{equation}
This defines the mixing conductance $g$ per area, taken as real. The frame argument needs spin to be conserved at the contact described by $g$; spin-orbit scattering is placed in a separate layer behind it.

It is convenient to use charge units, $\mathbf j=(2e/\hbar)\mathbf J$ with $e>0$, and the spin voltage $\mathbf V=\boldsymbol\mu_s/2e$. Then \eqref{pump} becomes
\begin{equation}
\mathbf j_0=G(\mathbf V_p-\mathbf V_0),\qquad
\mathbf V_p=\frac{\hbar}{2e}\,\mathbf m\times\dot{\mathbf m},\qquad
G=\frac{2e}{\hbar}\,\frac{g}{4\pi}\,2e=\frac{2e^2}{h}\,g .
\label{source}
\end{equation}
The magnet acts as a voltage source $\mathbf V_p$ with internal resistance $1/G$. The index 0 marks the magnet side of the interface layer.

\section{The interface and the metal behind it}

Let N have resistivity $\rho$, spin-diffusion length $\lambda$ and thickness $t$, with $x$ measured from its inner face. Each spin species carries half the conductivity, so its particle flux is $-(1/2\rho e^2)\,d\mu_\sigma/dx$. Multiplying the difference of the two fluxes by $\hbar/2$ gives $J$, and multiplying by $2e/\hbar$ gives
\begin{equation}
j=-\frac{1}{2\rho e}\frac{d\mu_s}{dx}=-\frac1\rho\frac{dV}{dx},\qquad
\frac{dj}{dx}=-\frac{V}{\rho\lambda^2}.
\label{diff}
\end{equation}
The second relation describes spin relaxation at a rate proportional to $V$. It holds in the steady state, and also during precession that is slow against spin relaxation. Every vector component obeys \eqref{diff}. Together the two relations give $V''=V/\lambda^2$. No spin current crosses the outer face, so $V\propto\cosh[(t-x)/\lambda]$ and
\begin{equation}
j(x)=j_N\,\frac{\sinh[(t-x)/\lambda]}{\sinh(t/\lambda)},\qquad
Z_L\equiv\frac{V_N}{j_N}=\rho\lambda\coth\frac t\lambda .
\label{load}
\end{equation}
Here $V_N$ and $j_N$ are the values at $x=0$; $j_N$ is the current that enters the bulk.

The interface is modelled as an unpolarized layer of resistivity $\rho_i$, thickness $s$ and spin-diffusion length $\lambda_i$. Two combinations matter: the area resistance $r=\rho_i s$ and the loss parameter $\delta=s/\lambda_i$. Let $u$ be the distance from N toward the magnet in units of $\lambda_i$, and let $Z_0=\rho_i\lambda_i=r/\delta$. Since $u$ runs against $x$, \eqref{diff} reads $dV/du=Z_0 j$ and $dj/du=V/Z_0$. The solution that starts from $V_N,j_N$ at $u=0$ is
\begin{align}
V(u)&=V_N\cosh u+Z_0 j_N\sinh u,\\
j(u)&=j_N\cosh u+(V_N/Z_0)\sinh u .
\end{align}
Setting $u=\delta$ and $V_N=Z_Lj_N$ gives the transmitted fraction and the input spin resistance:
\begin{align}
\eta&\equiv\frac{j_N}{j_0}=\frac{Z_0}{Z_0\cosh\delta+Z_L\sinh\delta},
\label{eta}\\
Z&\equiv\frac{V_0}{j_0}=Z_0\,\frac{Z_L+Z_0\tanh\delta}{Z_0+Z_L\tanh\delta}.
\label{Z}
\end{align}
If $\delta\to0$ at fixed $r$, then $Z_0\sinh\delta\to r$ and $Z_L\sinh\delta/Z_0\to Z_L\delta^2/r\to0$. Hence $\eta\to1$ and $Z\to r+Z_L$: a lossless interface is a plain series resistor.

\section{Which of the two enters the damping}

Inserting $V_0=Zj_0$ in \eqref{source} gives $j_0(1+GZ)=GV_p$, or
\begin{equation}
\mathbf j_0=G_{\rm eff}\mathbf V_p,\qquad
\frac1{G_{\rm eff}}=\frac1G+Z .
\label{geff}
\end{equation}
Now balance angular momentum. Electron spin is opposite to the magnetic moment, so a film of thickness $d$ and magnetization $M_s$ holds spin $-(M_sd/\gamma)\mathbf m$ per area, with $\gamma>0$. An outflow $\mathbf J$ changes this at the rate $-\mathbf J$ and thus adds $+\gamma\mathbf J/(M_sd)$ to $\dot{\mathbf m}$. With $\mathbf J=(\hbar/2e)\mathbf j_0$ this term is
\begin{equation}
\frac{\gamma}{M_sd}\left(\frac{\hbar}{2e}\right)^2G_{\rm eff}\;\mathbf m\times\dot{\mathbf m}.
\end{equation}
It has the form of the damping term in $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}$. Writing $G_{\rm eff}=(2e^2/h)g_{\rm eff}$ and using $(\hbar^2/4e^2)(2e^2/h)=\hbar/4\pi$,
\begin{equation}
\Delta\alpha=\frac{\gamma\hbar\,g_{\rm eff}}{4\pi M_sd}.
\label{alpha}
\end{equation}

The damping thus determines $j_0$ for a given precession. The network behind the mixing conductance enters through $Z$ alone. The magnet responds to the back-pressure $V_0$ and cannot tell whether the spin that left relaxed in the interface or in N.

\section{Equal damping with unequal injection}

It remains to ask whether $Z$ restricts $\eta$. Keep the magnet, $g$, N and $\Delta\alpha$ fixed; then $Z$ is fixed too. With $T=\tanh\delta$ and $D=Z-Z_L$, multiplying out \eqref{Z} gives $Z(Z_0+Z_LT)=Z_0Z_L+Z_0^2T$, or
\begin{equation}
TZ_0^2-DZ_0-TZZ_L=0 .
\label{quad}
\end{equation}
The product of the roots is $-ZZ_L<0$, so for every $\delta>0$ there is one positive root. An interface with that $Z_0$, and hence $r=\delta Z_0$, leaves the damping unchanged.

To follow $\eta$ along this family, let $q=Z_0/T$. Solving \eqref{quad} and multiplying numerator and denominator by the conjugate factor,
\begin{equation}
q=\frac{D+\sqrt{D^2+4T^2ZZ_L}}{2T^2}
=\frac{2ZZ_L}{\sqrt{D^2+4T^2ZZ_L}-D},\qquad
\eta=\frac{1}{\cosh\delta\,(1+Z_L/q)} .
\label{family}
\end{equation}
The last form is \eqref{eta} divided through by $Z_0$. As $\delta$ grows, $\cosh\delta$ rises and $q$ falls, so $\eta$ falls steadily. The starting point depends on the sign of $D$.

\emph{Case $Z>Z_L$.} As $\delta\to0$ the denominator of $q$ vanishes, $q\to\infty$ and $\eta\to1$. For large $\delta$, $T\to1$ and the square root tends to $Z+Z_L$, so $q\to Z$ and $\eta\to2e^{-\delta}/(1+Z_L/Z)\to0$. Every fraction between 0 and 1 therefore occurs at the same damping and the same mixing conductance.

\emph{Case $Z=Z_L$.} Here $q=Z_L/T$ and $\eta=1/(\cosh\delta+\sinh\delta)=e^{-\delta}$. The interface is matched to N: it changes neither the back-pressure nor the damping, yet it absorbs spin.

\emph{Case $Z<Z_L$.} As $\delta\to0$, $q\to ZZ_L/(Z_L-Z)$ and $\eta\to Z/Z_L$. Since $\eta$ falls steadily from this limit, in this layer model it stays below $Z/Z_L$. Some loss is unavoidable here: a series resistor can only raise the input resistance, and lowering it takes relaxation in the interface.

Equal damping is possible because interface resistance raises $Z$ while interface relaxation lowers it. The two effects can cancel in $Z$, but the combination that keeps $Z$ fixed does not keep $\eta$ fixed. At given $\delta>0$ a larger $r$ does raise $\eta$, but along this family too little to offset the larger $\delta$.

\section{Numbers for cobalt on platinum}

Take 10 nm of Co under 10 nm of Pt at room temperature, with rough typical parameters: $M_s=1.4$ MA/m, g-factor 2.1, $\rho=20\ \mu\Omega\,$cm, $\lambda=3$ nm, $g=4\times10^{19}\ {\rm m^{-2}}$, and an interface with $r=0.8\ {\rm f\Omega\,m^2}$ and $\delta=0.9$. All resistances below are in ${\rm f\Omega\,m^2}$. Then $1/G=0.323$, $Z_L=0.6\coth(10/3)=0.6015$ and $Z_0=0.8/0.9=0.889$. With $\tanh0.9=0.716$,
\begin{equation}
Z=0.889\times\frac{0.6015+0.637}{0.889+0.431}=0.834,\qquad
\frac1{G_{\rm eff}}=0.323+0.834=1.157 .
\end{equation}
This corresponds to $g_{\rm eff}=1.116\times10^{19}\ {\rm m^{-2}}$, and \eqref{alpha} gives $\Delta\alpha=1.235\times10^{-3}$. From \eqref{eta}, $\eta=0.889/(0.889\times1.433+0.6015\times1.027)=0.470$.

The lossless interface with the same $g$ and the same damping has $r=Z-Z_L=0.2325$. For $\delta=2$, \eqref{quad} requires $r=1.678$. A film with no interface resistance at all also matches if its mixing conductance is $2.325\times10^{19}\ {\rm m^{-2}}$.

For the steady spin current, let the precession amplitudes be $a=0.03$ in the plane and $b=0.006$ normal to it, at $f=\omega/2\pi=10$ GHz, the same for all films. With $m_x=a\cos\omega t$ and $m_y=b\sin\omega t$, the component of $\mathbf m\times\dot{\mathbf m}$ along the equilibrium axis is $m_x\dot m_y-m_y\dot m_x=ab\,\omega$. Therefore
\begin{equation}
j_0^{\rm dc}=G_{\rm eff}\frac{\hbar}{2e}\,\omega ab=e f ab\,g_{\rm eff}=3.22\ {\rm MA/m^2},
\end{equation}
in charge units. Since $\mathbf V$ follows $\mathbf m\times\dot{\mathbf m}$ at each instant, it has no component along $\mathbf m$, and the longitudinal conductance of the magnet plays no part.

The inverse spin Hall effect turns $j(x)$ into a charge current along the film. Integrating \eqref{load}, the sheet current is
\begin{equation}
I=\theta\int_0^t j\,dx=\theta j_N\lambda\,\frac{\cosh(t/\lambda)-1}{\sinh(t/\lambda)}
=\theta\lambda\tanh\!\left(\frac{t}{2\lambda}\right)j_N ,
\label{hall}
\end{equation}
where $\theta=0.06$ is the spin Hall angle and $\lambda\tanh(t/2\lambda)=2.79$ nm. For the three films with equal $g$:

\begin{center}
\begin{tabular}{lcccc}
interface & $\Delta\alpha$ ($10^{-3}$) & $\eta$ & $j_N$ (MA/m$^2$) & $I$ (mA/m)\\
lossless & 1.235 & 1.00 & 3.22 & 0.539\\
$\delta=0.9$ & 1.235 & 0.47 & 1.51 & 0.253\\
$\delta=2$ & 1.235 & 0.157 & 0.51 & 0.085
\end{tabular}
\end{center}

The argument under review would assign the lossless current to all three. For the second film it would then report a spin Hall angle of $0.47\times0.06=0.028$ instead of 0.06.

The equality of the dampings was also tested without \eqref{eta}--\eqref{geff}. The diffusion equations were discretized, coupled to the equation of motion of $\mathbf m$, and solved for the decaying precession mode at 0.1 GHz. For all four films the damping and $\eta$ agreed with the formulas within the set tolerance of $5\times10^{-4}$, relative for the damping and absolute for $\eta$. The values are in the numerical output.

Damping and injection can even move in opposite directions. Keep $g$ and $r=0.8$ fixed and switch off the relaxation. Then $Z=0.8+0.6015=1.4015$ and $1/G_{\rm eff}=1.724$. Switching it on again, to $\delta=0.9$, raises the damping by the factor $1.724/1.157=1.49$, while at equal precession amplitude the current entering Pt changes by the factor $0.47\times1.49=0.70$. At resonance under a fixed microwave drive, the larger damping also reduces the amplitude, and the current falls further. Here the larger damping belongs to the smaller injected current.

\section{What a second thickness adds}

The objection concerns damping at one thickness of N. A series of thicknesses contains more. Describe the interface as any linear two-port that is the same for all spin directions,
\begin{equation}
V_0=Z_{11}j_0-Z_{12}j_N,\qquad V_N=Z_{21}j_0-Z_{22}j_N .
\end{equation}
Putting $V_N=Z_Lj_N$ in the second relation gives $\eta=Z_{21}/(Z_{22}+Z_L)$, and the first then gives $Z=Z_{11}-Z_{12}Z_{21}/(Z_{22}+Z_L)$. Let the interface be reciprocal, $Z_{12}=Z_{21}$, and unchanged between thicknesses 1 and 2. Since $G$ and $Z_{11}$ cancel in the difference,
\begin{align}
\frac1{G_{\rm eff}^{(1)}}-\frac1{G_{\rm eff}^{(2)}}
&=Z_{12}^2\left[\frac1{Z_{22}+Z_L^{(2)}}-\frac1{Z_{22}+Z_L^{(1)}}\right]\nonumber\\
&=\frac{Z_{12}^2\,(Z_L^{(1)}-Z_L^{(2)})}{(Z_{22}+Z_L^{(1)})(Z_{22}+Z_L^{(2)})}
=\eta_1\eta_2\,(Z_L^{(1)}-Z_L^{(2)}).
\label{two}
\end{align}
Two dampings thus give the geometric mean of the two fractions. With three thicknesses and $P_{kl}=\eta_k\eta_l$, the separate value follows from $\eta_1^2=P_{12}P_{13}/P_{23}$. The reason is that a change in the load reaches the magnet after crossing the interface twice, once as current and once as returning voltage. Without reciprocity the two crossings differ, and the product $Z_{12}Z_{21}$ no longer yields $Z_{21}^2$.

For 3 nm of Pt, $Z_L=0.788$. From 10 to 3 nm the added damping falls by 13.9\% with the lossless interface, but by 3.1\%, to $1.197\times10^{-3}$, with $\delta=0.9$. Since $1/G_{\rm eff}\propto1/\Delta\alpha$, the lossy film has $1/G_{\rm eff}=1.157\times1.235/1.197=1.194$ at 3 nm, and
\begin{equation}
\eta_1\eta_2=\frac{1.194-1.157}{0.788-0.6015}\approx0.20 ,
\end{equation}
in accord with $0.427\times0.470=0.201$. The method is demanding: a 1\% error in the added damping of the thin film shifts the numerator by 0.012 and the product by about 0.06, nearly a third of its value. What is measured is the total damping. If the uncovered film has a damping of 0.005, a 1\% error in the total is a 5\% error in the added part, and the product shifts by more than its own value.

\section{How real films differ}

The parameters are rough, and the resulting $g_{\rm eff}$ is low: the added damping of films covered with Pt can correspond to a few $10^{19}\ {\rm m^{-2}}$. With the present $Z$, \eqref{geff} cannot exceed $g_{\rm eff}=1.55\times10^{19}\ {\rm m^{-2}}$ however large $g$ is. Suppose $g_{\rm eff}=4\times10^{19}\ {\rm m^{-2}}$ were due to spin pumping alone. Then $1/G_{\rm eff}=0.323$, so $Z<0.323$. This lies below $Z_L$, and the third case above gives $\eta<0.323/0.6015=0.54$. In this model, with this $Z_L$, so large a damping would itself imply that nearly half the spin current or more is lost at the interface. The alternatives are a smaller $Z_L$ or added damping of another origin, such as two-magnon scattering.

The division between $1/G$ and $r$ is uncertain too, since a resistance measured for the whole contact can contain part of $1/G$. If the value 0.8 contained all of it, the layer would keep $r=0.477$, and $\delta=0.9$ would give $Z=0.54$ and $\eta=0.385$. This $Z$ lies below $Z_L$, so no lossless interface with the same $g$ would match the damping. Interfaces with different losses still would, as the third case above shows.

The two-thickness method is sensitive to the assumption of a constant Pt resistivity. Thin films are more resistive. Let the resistivity be $\rho(1+1\,{\rm nm}/t)$, a rough choice, with the product of resistivity and spin-diffusion length held constant. At 10 nm this changes $Z_L$ by about 0.1\%, but at 3 nm it lowers $Z_L$ from 0.788 to 0.690. An analysis with constant resistivity would then infer $\eta_1\eta_2=0.10$ where the true product is 0.21, and so overstate the loss. The spin resistance of N must be known at each thickness used.

The method also assumes that the interface treats all spin directions alike. At a real interface, spins along the film normal and spins in the plane can relax at different rates. In a film magnetized in the plane, $\mathbf m$ moves mostly in the plane, so the oscillating part of $\mathbf m\times\dot{\mathbf m}$ points mostly along the normal, and the damping mainly probes that spin direction. The steady inverse spin Hall signal comes from spin along the equilibrium axis, which lies in the plane. Suppose that $r=0.8$ for both directions, but $\delta=0.9$ in the plane and $0.9\sqrt2=1.27$ along the normal. For 10 nm of Pt, \eqref{eta} then gives $\eta=0.47$ and $0.29$. A thickness series would yield nearly the second value, while the signal depends on the first. The steady current leaving the magnet then also differs from the one inferred from the damping, because $\mathbf V_0$ no longer follows $\mathbf m\times\dot{\mathbf m}$ and acquires a component along $\mathbf m$.

Other effects are smaller for these numbers. An imaginary part of $g$ equal to a tenth of the real part changes the damping by 0.2\%, and the reaction of the spin Hall effect on the spin current is at most of order $\theta^2=0.4\%$. With a Pt diffusivity of $2.5\ {\rm cm^2/s}$, the product of $\omega$ and the spin relaxation time is $2\times10^{-3}$ at 10 GHz, and the computed change in damping is below $10^{-4}$\% for the $\delta=0.9$ film in circular precession and below $10^{-3}$\% for all four films. Diffusion theory itself is less secure: the mean free path of 1.5 nm, estimated as three times the diffusivity divided by an assumed Fermi velocity of $5\times10^5$ m/s, is half of $\lambda$, and the resulting error in $Z_L$ has not been computed here.

\section{Changes requested}

The quantity derived from $\Delta\alpha$ should be called the spin current leaving the magnet. The spin Hall angle obtained from it should be reported as the product $\eta\theta$, unless $\eta$ is determined separately. Both readings assume that the added damping is due to spin pumping alone and that the interface treats all spin directions alike. The second also assumes that charge current arises only in the bulk of N. Spin-orbit scattering at a real interface can itself convert spin into charge, and the measured ratio then contains a further term. If a thickness series is used to determine $\eta$, the resistivity of each film should be given, together with the evidence that the interface does not change along the series and that covering the film adds no damping other than spin pumping. Even a constant extra contribution would distort the differences of $1/\Delta\alpha$.

\section*{Table of computed values}
\begin{verbatim}
Co: g-factor 2.1, Ms 1.40 MA/m, thickness 10 nm
Pt: resistivity 20 uOhm cm, spin-diffusion length 3 nm
Pt: diffusivity 2.5 cm2/s, spin Hall angle 0.06
Pt thickness: main 10 nm, thin 3 nm
precession: 10 GHz, amplitudes a 0.03, b 0.006 rad
mixing conductance g: 4.00 e19 m^-2
1/G: 0.3227 fOhm m2
Z_L at main thickness: 0.6015 fOhm m2
Z common to first three devices: 0.8340 fOhm m2
1/G_eff common to all devices: 1.1566 fOhm m2
g_eff common to all devices: 1.1159 e19 m^-2
upper limit of g_eff at this Z: 1.5476 e19 m^-2
added damping, formula: 1.2353 e-3
steady spin current leaving Co: 3.2180 MA/m2
[lossless] g 4.000 e19 m^-2, r 0.2325 fOhm m2, delta 0.0
  eigenmode: damping 1.2353 e-3, jN/j0 1.0000
  formula jN/j0 1.0000, lost at interface 0.0 %
  jN 3.2180 MA/m2, spin Hall sheet current 0.5393 mA/m
[lossy] g 4.000 e19 m^-2, r 0.8000 fOhm m2, delta 0.9
  eigenmode: damping 1.2353 e-3, jN/j0 0.4700
  formula jN/j0 0.4700, lost at interface 53.0 %
  jN 1.5124 MA/m2, spin Hall sheet current 0.2535 mA/m
[heavy loss] g 4.000 e19 m^-2, r 1.6781 fOhm m2, delta 2.0
  eigenmode: damping 1.2353 e-3, jN/j0 0.1572
  formula jN/j0 0.1572, lost at interface 84.3 %
  jN 0.5058 MA/m2, spin Hall sheet current 0.0848 mA/m
[no resistance] g 2.325 e19 m^-2, r 0.0000 fOhm m2, delta 0.0
  eigenmode: damping 1.2353 e-3, jN/j0 1.0000
  formula jN/j0 1.0000, lost at interface 0.0 %
  jN 3.2180 MA/m2, spin Hall sheet current 0.5393 mA/m
lossy: steady jN by time integration: 1.5136 MA/m2
lossy: apparent spin Hall angle: 0.0282
Z_L at thin Pt: 0.7878 fOhm m2
damping at thin Pt: lossless 1.0639 e-3, lossy 1.1966 e-3
fall from thick to thin Pt: lossless 13.87 %, lossy 3.13 %
lossy: jN/j0 at thin Pt 0.4268
lossy: product of fractions 0.2006, from eigenmode dampings 0.2006
neglected, finite frequency: damping change -0.0000 %
  omega * spin relaxation time: 2.26e-03
neglected, imaginary/real g of 0.1: damping change 0.20 %
neglected, spin Hall feedback, order angle squared: 0.36 %
neglected, mean free path 1.5 nm, ratio to spin-diffusion length 0.50
neglected, Pt resistivity factor: thin 1.33, thick 1.10
  true Z_L then: thin 0.6896, thick 0.6008 fOhm m2
  fraction product: inferred 0.1005, true 0.2109
\end{verbatim}
